# Half-Order Diffraction Peaks and the Measurement of Pitch Walking

## From half-order intensity to line displacement

When a pitch-walking value is calculated from measured diffraction peaks, one must decide which orders to fit and whether the two lines of the repeating cell may have different widths. If they are forced to be equal, every half-order intensity is read as a displacement. In the example below, a width difference of 1 nm then turns a true displacement of 1.00 nm into a reading of 1.25 nm. The decision rests on how displacement and line shape enter the intensities.

### Geometry and conventions

Let a grating have nominal pitch \(p\) and lines of width \(w\). Every second line is displaced by \(\delta\), so the cell has length \(2p\) and its lines are centred at

\[
x_a=0,\qquad x_b=p+\delta. \tag{1}
\]

The next cell begins at \(2p\). The two spaces are therefore \(p+\delta-w\) and \(p-\delta-w\), and they differ by \(2\delta\). Some reports call this difference the pitch walk; here the quantity measured is \(\delta\). The lines stay separate while \(|\delta|<p-w\).

Self-aligned double patterning shows where \(\delta\) comes from. If spacers of width \(w\) stand on both sides of a mandrel of width \(M\) and become the lines, the centres of a pair are \(M+w\) apart. Equation (1) then gives \(\delta=M+w-p\): at fixed spacer width, an error in mandrel width passes in full into \(\delta\).

Let \(s(x)\) be the line profile, equal to 1 in the material and 0 outside, and let \(q\) be the lateral wavevector transfer. The amplitude of one line about its own origin is

\[
f(q)=\int s(x)e^{-iqx}\,dx. \tag{2}
\]

I assume at first that scattering is weak, that the lines are identical, and that the beam is coherent over many cells.

### Peak positions and the two-line factor

For \(N\) cells the amplitude is the cell amplitude \(F(q)\) times a geometric sum:

\[
\sum_{n=0}^{N-1}e^{-2iqpn}
=\frac{1-e^{-2iqpN}}{1-e^{-2iqp}},\qquad
\left|\sum_n e^{-2iqpn}\right|^2=\frac{\sin^2(Nqp)}{\sin^2(qp)}. \tag{3}
\]

The second form follows from \(|1-e^{-i\theta}|^2=2-2\cos\theta=4\sin^2(\theta/2)\). All terms add in phase when \(2qp=2\pi m\), so the peaks lie at

\[
q_m=\frac{\pi m}{p}, \tag{4}
\]

with height \(N^2|F_m|^2\), where \(F_m=F(q_m)\). The undisplaced grating has peaks at multiples of \(2\pi/p\), which are the even \(m\). Odd \(m\) are its half orders.

The cell amplitude follows from (1) and (4):

\[
\begin{aligned}
F_m&=f(q_m)\left[1+e^{-iq_m(p+\delta)}\right]\\
&=f(q_m)\left[1+(-1)^m e^{-iq_m\delta}\right],
\end{aligned} \tag{5}
\]

because \(e^{-iq_mp}=e^{-i\pi m}=(-1)^m\). For odd \(m\) the squared bracket is \(2-2\cos(q_m\delta)\), and for even \(m\) it is \(2+2\cos(q_m\delta)\). The half-angle identities give

\[
|F_m|^2=|f(q_m)|^2
\begin{cases}
4\sin^2\!\left(\dfrac{\pi m\delta}{2p}\right),&m\text{ odd},\\[2mm]
4\cos^2\!\left(\dfrac{\pi m\delta}{2p}\right),&m\text{ even}.
\end{cases} \tag{6}
\]

At \(\delta=0\) the two lines cancel in every half order. A small displacement spoils the cancellation by a phase \(q_m\delta\), so the odd factor starts as \((\pi m\delta/p)^2\), while the even factor falls from 4 by the same amount to this order. If a detector adds intensities from mutually incoherent regions with different small displacements, it therefore reads their root-mean-square \(\delta\).

The sign of \(\delta\) is absent from (6). Counting the cell from the other line replaces \(p+\delta\) by \(p-\delta\), and the grating is the same. The intensities do not say which space is wider. At higher odd orders the factor also turns over at \(|\delta|=p/m\), so a large displacement needs a low order.

### Width and displacement from three peaks

The odd factor becomes a measurement of \(\delta\) once the line factor is known. For a rectangular line,

\[
f(q)=\int_{-w/2}^{w/2}e^{-iqx}\,dx=\frac{2\sin(qw/2)}{q}. \tag{7}
\]

Define \(X=\pi w/p\). Then \(q_1w/2=X/2\), \(q_2w/2=X\) and \(q_4w/2=2X\), so

\[
\frac{f_4}{f_2}=\frac{\sin 2X}{2\sin X}=\cos X,\qquad
\frac{f_1}{f_2}=\frac{2\sin(X/2)}{\sin X}=\frac{1}{\cos(X/2)}. \tag{8}
\]

Let \(I_m\) be proportional to \(|F_m|^2\) with a common scale. Equations (6) and (8) give

\[
\frac{I_4}{I_2}=\cos^2X\,
\frac{\cos^2(2\pi\delta/p)}{\cos^2(\pi\delta/p)}. \tag{9}
\]

For the odd peak put \(S=|\sin(\pi\delta/2p)|\). Since \(\cos(\pi\delta/p)=1-2S^2\),

\[
r\equiv\frac{I_1}{I_2}\cos^2\frac X2
=\frac{S^2}{(1-2S^2)^2}. \tag{10}
\]

For \(|\delta|<p/2\) the quantity \(1-2S^2\) is positive. The positive square root of (10) is \(\sqrt r\,(1-2S^2)=S\), or \(2\sqrt r\,S^2+S-\sqrt r=0\). Its non-negative solution is

\[
S=\frac{-1+\sqrt{1+8r}}{4\sqrt r},\qquad
|\delta|=\frac{2p}{\pi}\arcsin S. \tag{11}
\]

One starts with \(\delta=0\) in (9), finds \(w\), uses (10) and (11) to find \(|\delta|\), and repeats. For small displacement the correction to (9) is of second order in \(\delta/p\). At \(|\delta|=p/4\) the fourth order vanishes whatever the width, so the procedure is meant for displacements well below that. The positive root for \(\cos X\) is taken, which assumes \(w<p/2\). At \(w=p/2\) the fourth order vanishes, and near that width even a small background left in this peak shifts the recovered \(w\) strongly.

### A silicon grating

Take \(p=32\) nm, \(w=12\) nm, height \(h=50\) nm and \(\delta=1.00\) nm. The spaces are 21 and 19 nm. X-rays of 17.5 keV, with wavelength \(\lambda=0.07085\) nm, pass through at normal incidence. Neighbouring peaks are separated by about \(\lambda/(2p)=1.107\) mrad, which the beam divergence and detector must resolve.

For \(m=1\), \(q_1=\pi/32=0.09817\ \mathrm{nm^{-1}}\). The interference factor is 0.009631 and \(f_1^2=128.10\ \mathrm{nm^2}\), so

\[
|F_1|^2=0.009631\times128.10=1.234\ \mathrm{nm^2}. \tag{12}
\]

The second order has \(|F_2|^2=350.83\ \mathrm{nm^2}\). The half-order peak is thus 0.35% of its strong neighbour.

Now treat the ratios \(I_1/I_2=0.003516\) and \(I_4/I_2=0.142239\) as data. With \(\delta=0\), (9) gives \(\cos X=\sqrt{0.142239}=0.3771\), hence \(w=12.06\) nm. Then \(\cos^2(X/2)=(1+0.3771)/2=0.6886\), and \(r=0.002421\). Equation (11) gives \(S=0.04897\) and \(|\delta|=0.998\) nm after one pass. Repetition leads to 12.00 and 1.00 nm. This recovery shows that the inversion is consistent for ideal data; it says nothing yet about real lines.

### Unequal lines also make half-order peaks

Suppose the lines are symmetric but have different real amplitudes \(f_a\) and \(f_b\). For odd \(m\),

\[
\begin{aligned}
|F_m|^2&=|f_a-f_be^{-iq_m\delta}|^2\\
&=f_a^2+f_b^2-2f_af_b\cos(q_m\delta)\\
&=(f_a-f_b)^2+4f_af_b\sin^2(q_m\delta/2).
\end{aligned} \tag{13}
\]

The last line adds and subtracts \(2f_af_b\). The first term survives at \(\delta=0\), so a half-order peak alone does not prove displacement.

Let the widths be \(w+\varepsilon/2\) and \(w-\varepsilon/2\). From (7) and the difference of two sines,

\[
f_a-f_b=\frac4q\cos\frac{qw}{2}\sin\frac{q\varepsilon}{4}
\simeq\varepsilon\cos\frac{qw}{2}. \tag{14}
\]

To leading order \(f_af_b=f^2\), and \(4f^2\sin^2(q\delta/2)\simeq f^2q^2\delta^2=4\delta^2\sin^2(qw/2)\). Hence

\[
|F_m|^2\simeq
\varepsilon^2\cos^2\frac{q_mw}{2}
+4\delta^2\sin^2\frac{q_mw}{2}. \tag{15}
\]

The two errors add in quadrature. If the whole intensity is assigned to displacement, setting (15) equal to \(4\delta_{\rm app}^2\sin^2(q_mw/2)\) gives

\[
\delta_{\rm app}\simeq
\sqrt{\delta^2+\frac{\varepsilon^2}{4}\cot^2\frac{q_mw}{2}}. \tag{16}
\]

For \(\varepsilon=1\) nm and \(m=1\), \(\cot^2(q_1w/2)=2.240\), so the estimate is \(\sqrt{1+0.560}=1.249\) nm. The full amplitudes, with \(w\) and the intensity scale known, give 1.2486 nm at \(m=1\) and 1.002 nm at \(m=3\). The third order is better here because the width term vanishes when \(q_mw=\pi\), or \(m=p/w=2.67\), and \(m=3\) is the nearest odd order. This choice depends on the duty cycle \(w/p\).

Two odd orders can separate the errors, since (15) is linear in \(\varepsilon^2\) and \(\delta^2\). Orders 1 and 3 give \(\varepsilon=1.009\) nm and \(\delta=0.994\) nm. The data are noiseless, so these departures of less than 1% come from the small-error approximation. The determinant of the two equations is

\[
4\left(\cos^2\frac{q_1w}{2}-\cos^2\frac{q_3w}{2}\right). \tag{17}
\]

The same form holds for other pairs, with their own orders in place of 1 and 3. Orders 1 and 5, for example, cannot separate the errors at \(w=p/3\), where both cosines squared are \(3/4\). At \(w=p/2\) the cosine squared is \(1/2\) for every odd order, and the separation by (15) fails for any pair.

### An ambiguity that more orders do not remove

Part of that failure remains without the small-error approximation. Exchange material and space in the displaced grating. The new lines are the old spaces, with widths \(p-w+\delta\) and \(p-w-\delta\). Their centres are \((p+\delta)/2\) and \((3p+\delta)/2\), a distance \(p\) apart. The complement therefore has no displacement, mean width \(p-w\) and width difference \(2\delta\).

Its profile is \(1-s_{\rm cell}(x)\), where \(s_{\rm cell}\) is the profile of the two-line cell. For \(m\neq0\),

\[
\int_0^{2p}[1-s_{\rm cell}(x)]e^{-iq_mx}\,dx=-F_m, \tag{18}
\]

because a constant integrates to zero over whole oscillations. The intensities of all nonzero orders are identical. In the example, lines of 12 nm displaced by 1 nm cannot be told from evenly spaced lines of 21 and 19 nm. Knowing that the lines are narrower than half the pitch removes this alternative. At \(w=p/2\) it does not: a displacement \(\delta\) and a width difference \(2\delta\) then give the same nonzero-order intensities at the same mean width. An independent measurement of the width difference is needed; the mean width alone does not decide.

### Height, skew and random placement

A small relative height difference \(\eta\) changes the weak-scattering amplitudes to \(f(1\pm\eta/2)\). Equation (13) then gives, to leading order, \(\delta_{\rm app}^2=\delta^2+(\eta/q)^2\). For \(\eta=0.02\) and \(m=1\), \(\eta/q_1=0.204\) nm and the reading is \(\sqrt{1+0.0415}=1.02\) nm. With no displacement at all, the same lines would read 0.20 nm.

Spacer patterning can also make neighbouring lines mirror images. Reflection of a real profile changes \(f\) to \(f^*\). Writing \(f=|f|e^{i\alpha}\), the odd amplitude is \(|f|(e^{i\alpha}-e^{-i\alpha-iq\delta})\). Its two phases differ by \(2\alpha+q\delta\), so

\[
|F_m|^2=4|f|^2\sin^2\left(\frac{q_m\delta}{2}+\alpha\right),\qquad m\text{ odd}. \tag{19}
\]

At small \(q\), expansion of (2) gives \(f\simeq A(1-iqc)\), where \(A\) is the area of the profile and \(c\) its centroid. Thus \(\alpha\simeq-qc\), and in this limit the measured displacement is \(\delta-2c\): the peak senses the distance between centroids. At the first half order this is only an estimate, because \(q_1w/2\) need not be small.

Let one wall have a projected profile that falls linearly from 1 to 0 over a width \(b\) centred at \(w/2\). With \(u\) measured from \(w/2\), its difference from a vertical wall is odd in \(u\), so the area stays \(w\). The added first moment is

\[
2\int_0^{b/2}u\left(\frac12-\frac ub\right)du
=2\left(\frac{b^2}{16}-\frac{b^2}{24}\right)=\frac{b^2}{24}, \tag{20}
\]

and \(c=b^2/(24w)\). For \(b=4\) nm this is 0.056 nm. With the ramps facing each other across the first space, the estimate is \(1-0.111=0.889\) nm. The three-peak inversion reads 0.905 nm, and a width of 12.21 nm. The estimate omits higher terms in \(\alpha\) and the inversion's use of a rectangular form factor. If the ramps face the other way, the sign of \(c\) changes.

Random placement acts differently. Give each line an independent Gaussian displacement of standard deviation \(\sigma\). Two different lines contribute the mean phase factor \(e^{-q^2\sigma^2}\), while each of the \(2N\) self-terms stays 1. For unit line amplitude at an odd peak,

\[
\langle I\rangle=e^{-q^2\sigma^2}N^2\,4\sin^2\frac{q\delta}{2}
+2N\left(1-e^{-q^2\sigma^2}\right). \tag{21}
\]

The regular part grows as \(N^2\), the diffuse part as \(N\). With \(\sigma=0.5\) nm and 1000 coherent cells, the diffuse part at the maximum of the \(m=1\) peak is \(5.0\times10^{-4}\) of the regular part. Integrated intensities compare differently. Over one peak spacing the factor \(\sin^2(Nqp)/\sin^2(qp)\) in (3) averages to \(N\), not \(N^2\), while the diffuse part, here nearly proportional to \(q^2\), averages to about \(13/12\) of its value at the peak. For 1000 cells the ratio over that range is therefore about \(N\) times larger, or 0.5 (with 100 cells the tails of the even peaks add to the regular part and it is about 0.3), and the diffuse background must be subtracted from a peak integrated over a wide window. Such disorder weakens the half-order peak but does not create a coherent one. A simulation with 100 cells, \(\sigma=3\) nm and 20,000 random gratings agreed with (21) within 3% for \(\delta=1\) nm and within 5% for \(\delta=0\).

### Signal strength and the real measurement

For a binary phase screen the weak-phase assumption can be relaxed. If a line adds phase \(\phi\), the transmission is \(e^{-i\phi s}=1+(e^{-i\phi}-1)s\), since \(s\) is 0 or 1. The constant gives no nonzero order, so the fraction of incident photons in order \(m\) is

\[
E_m=4\sin^2\frac{\phi}{2}\,\frac{|F_m|^2}{(2p)^2}. \tag{22}
\]

A finite phase scales all nonzero orders alike and leaves their ratios unchanged.

Well above the absorption edges of silicon, \(\phi=r_e\lambda n_eh\), with \(r_e\) the classical electron radius and \(n_e=699\ \mathrm{nm^{-3}}\) the electron density. This gives \(\phi=0.00698\) rad, so

\[
E_1\simeq(0.00698)^2\,\frac{1.234}{64^2}
=1.47\times10^{-8}. \tag{23}
\]

These values count 14 free electrons per atom; the dispersion correction of silicon at this energy, about 0.08 electron, raises \(\phi\) by about 0.6% and \(E_1\) by about 1%.

For small displacement the mean count \(n\) is proportional to \(\delta^2\). Hence \(\Delta\delta/\delta=\Delta n/(2n)=1/(2\sqrt n)\) for Poisson noise, if the stronger even peaks and the background add negligible error. A relative error of 1% needs 2500 counts, or \(2500/E_1=1.7\times10^{11}\) incident photons in this model.

The chosen dimensions are in the rough range of silicon lines made by double patterning, and hard X-rays are used because they can cross a wafer. Wafer absorption and detector background are left out, and both raise the exposure needed. Curvature of the Ewald sphere, the small vertical wavevector transfer that accompanies \(q\), changes the recovered width by less than 0.001 nm and leaves \(|\delta|\) at 1.0000 nm. Random placement with \(\sigma=0.5\) nm moves \(|\delta|\) to 1.002 nm, provided that the diffuse part has been subtracted. The assumed departures from identical rectangles matter more in this example: the 1 nm width difference has the largest effect on the displacement, moving the three-peak reading to 1.25 nm. These shifts belong to the stated sizes and are not a general error budget. The three-peak readings are collected in the numerical output.

Visible light cannot supply these peaks directly. At normal incidence in air a propagating order needs \(q_m<2\pi/\lambda\), or \(\lambda<2p/m\), which is 64 nm for the first half order here. Only the zeroth order propagates, so a far-field optical measurement must infer the displacement from that order, for example by comparison with an electromagnetic model of the grating.

For the X-ray fit, the opening decision can now be made. Equal widths may be imposed if an independent measurement bounds \(\varepsilon\) well below both \(2|\delta\tan(q_mw/2)|\) and \(4/q_m\) for the order used. The second limit matters near \(q_mw=\pi\), where the first limit diverges: at that point \(f_a-f_b\) vanishes, but \(f_af_b\) in (13) is reduced by the factor \(\cos^2(q_m\varepsilon/4)\), and the reading by about \(\cos(q_m\varepsilon/4)\). Otherwise \(\varepsilon\) should be fitted with at least two odd orders whose values of \(\cos^2(q_mw/2)\) differ clearly, on a known duty-cycle branch. Orders 1 and 3 meet this condition when \(w\) is well away from \(p/2\) and the lines are neither very narrow nor nearly touching. Both rules rest on (15) and therefore hold for symmetric lines of equal height. A height difference adds to the width difference as an amplitude in \(f_a-f_b\): in the example, \(\eta=\pm0.02\) turns a true \(\varepsilon=1\) nm into a fitted 1.29 or 0.71 nm. The 4 nm mirror skew with equal widths makes the same fit return \(\varepsilon^2=-0.37\ \mathrm{nm^2}\) if the ramps face each other across the first space, and \(+0.60\ \mathrm{nm^2}\) with \(\delta=0.93\) nm if they face the other way. Where such differences are possible, they must be bounded independently or included in the fitted model.

## Calculated quantities

```
pitch p = 32.0 nm, width w = 12.0 nm, height = 50.0 nm
shift delta = 1.00 nm
two spaces = 21.0 nm and 19.0 nm
photon energy = 17.5 keV, wavelength = 0.07085 nm
angular spacing of peaks = 1.1070 mrad
m=1: q = 0.09817 1/nm, factor = 0.009631, f^2 = 128.0968 nm^2, F^2 = 1.2336 nm^2
m=2: q = 0.19635 1/nm, factor = 3.961571, f^2 = 88.5586 nm^2, F^2 = 350.8313 nm^2
m=3: q = 0.29452 1/nm, factor = 0.086119, f^2 = 44.3573 nm^2, F^2 = 3.8200 nm^2
m=4: q = 0.39270 1/nm, factor = 3.847759, f^2 = 12.9691 nm^2, F^2 = 49.9020 nm^2
I1/I2 = 0.003516, I4/I2 = 0.142239
recovered w = 12.0000 nm, |delta| = 1.0000 nm
assumed width difference eps = 1.00 nm
apparent shift, w known: m=1 1.2486 nm, m=3 1.0022 nm
order least sensitive to eps, p/w = 2.667
separated from m=1,3: eps = 1.0090 nm, delta = 0.9935 nm
assumed relative height difference = 2.0 %
assumed skew ramp = 4.0 nm, centroid offset = 0.0556 nm
assumed random placement sigma = 0.50 nm
Readings of the ideal three-peak inversion with one effect present:
  width difference: w = 11.9798 nm, |delta| = 1.2476 nm
  height difference: w = 11.9974 nm, |delta| = 1.0204 nm
  mirror skew: w = 12.2128 nm, |delta| = 0.9046 nm
  random placement: w = 12.0603 nm, |delta| = 1.0016 nm
  Ewald curvature: w = 12.0003 nm, |delta| = 1.0000 nm
diffuse/coherent at m=1, 1000 cells = 5.01e-04
silicon electron density = 699.16 1/nm^3
X-ray phase of a line = 0.00698 rad
efficiency of m=1 peak = 1.467e-08
counts for 1 % error of delta = 2500
incident photons needed, no absorption = 1.704e+11
```
